# Spurious energy of a charge repeated above a perfect metal

**Question.** A single ion in front of a metal contact is to be described, but the calculation uses a cell that repeats along the surface, so the ion comes with a square lattice of copies. How much energy per cell do the copies add, how does it depend on the ion's height and on the period, and how large is it for a cell of practical size?

**Answer.**

## What is being compared

Let the metal fill $z<0$, with unlimited vacuum above it. A point charge $q$ stands at height $h$, and its copies form a square lattice of period $L$ at the same height. The metal is perfect: its potential is constant and is taken as zero, and its surface charge adjusts freely. There is no applied field. The countercharge of each ion lies on the metal, so every cell is neutral.

The formulas are in Hartree atomic units, in which two charges $q$ and $q'$ at distance $r$ have energy $qq'/r$. For numbers in eV and nm, the product of two elementary charges is replaced by $1.440$ eV nm.

The spurious energy $\Delta E$ is the energy per cell of the lattice minus the energy of one isolated ion at the same height. It is spurious only because an isolated ion was intended. In a real ordered layer of ions it would be a real repulsion.

## One ion first

Above the metal, the surface charge acts like an image charge $-q$ at depth $h$: every point of the plane $z=0$ is equally far from $q$ and $-q$, so the potential there vanishes as required. At the ion the image produces the potential $-q/(2h)$.

The electrostatic energy is one half of the sum of charge times potential. The surface charge sits at potential zero and contributes nothing. The ion contributes, with its constant self-energy left out,

$$E_1=\frac12\,q\left(-\frac{q}{2h}\right)=-\frac{q^2}{4h}.$$

The half remains because the image is induced by the ion and is not a second, independent charge.

## The lattice

Every copy now has its own image. Let $\mathbf R$ be a lattice vector and $R$ its length. The copy at $\mathbf R$ is at distance $R$ from the chosen ion, and its image is at distance $\sqrt{R^2+4h^2}$. With a prime to mark that $\mathbf R=0$ is omitted, the energy per cell is

$$E_{\rm cell}=\frac q2\left[-\frac q{2h}+{\sum_{\mathbf R}}'\left(\frac qR-\frac q{\sqrt{R^2+4h^2}}\right)\right].$$

Each charge must be kept together with its image. The sum of $1/R$ alone diverges in a plane, while the difference falls as $1/R^3$ and converges. Each pair gives zero potential on the metal, and the averaged pairs leave no field far above the layer, so the sum also meets the condition of no applied field.

Subtracting $E_1$ removes the first term:

$$\Delta E=\frac{q^2}{2}{\sum_{\mathbf R}}'\left(\frac1R-\frac1{\sqrt{R^2+4h^2}}\right).\tag{1}$$

Every term is positive, so the copies raise the energy.

The factor one half can be confirmed by mechanical work. The other ions push the chosen one sideways only. Their images pull it down with the force

$$F(h)=q^2{\sum_{\mathbf R}}'\frac{2h}{(R^2+4h^2)^{3/2}} .$$

At $h=0$ each copy coincides with its image and $\Delta E=0$. Lift the whole lattice from there. Since

$$\frac{d}{dh}\frac1{\sqrt{R^2+4h^2}}=-\frac{4h}{(R^2+4h^2)^{3/2}},$$

the integral of $F$ from $0$ to $h$ is one half of the bracket in (1), summed and multiplied by $q^2$. This is the same $\Delta E$.

## Large periods

Put $x=4h^2/R^2$, so that $1/\sqrt{R^2+4h^2}=(1+x)^{-1/2}/R$. For $x<1$,

$$1-(1+x)^{-1/2}=\frac x2-\frac{3x^2}{8}+\frac{5x^3}{16}-\dots$$

Multiplication by $q^2/(2R)$ turns the three terms into

$$\frac{q^2}{2R}\frac{4h^2}{2R^2}=\frac{q^2h^2}{R^3},\qquad
\frac{q^2}{2R}\frac{3\cdot16h^4}{8R^4}=\frac{3q^2h^4}{R^5},\qquad
\frac{q^2}{2R}\frac{5\cdot64h^6}{16R^6}=\frac{10q^2h^6}{R^7}.$$

On the square lattice $R=L\sqrt{i^2+j^2}$ with integers $i,j$. Define $S_s=\sum'(i^2+j^2)^{-s/2}$. Then, for $L>2h$,

$$\Delta E=q^2\left[S_3\frac{h^2}{L^3}-3S_5\frac{h^4}{L^5}+10S_7\frac{h^6}{L^7}-\dots\right].\tag{2}$$

For $L\gg2h$ the first term dominates:

$$\boxed{\Delta E\simeq S_3\,\frac{q^2h^2}{L^3}}\tag{3}$$

The spurious energy thus scales as height squared over period cubed.

The powers have a simple origin. An ion and its image form a dipole $p=2qh$. Two complete parallel dipoles side by side would repel with energy $p^2/R^3=4q^2h^2/R^3$. Two ions above a metal have half of this, $2q^2h^2/R^3$, because the images are induced. Each pair is shared by two cells, which leaves $q^2h^2/R^3$ per cell and neighbour.

The first term of (2) is also a bound. The function $(1+x)^{-1/2}$ is convex, so it lies above its tangent $1-x/2$. Its third derivative is negative for $x\ge0$, so it lies below $1-x/2+3x^2/8$. These inequalities hold for every $x>0$, hence at every period

$$S_3\frac{q^2h^2}{L^3}-3S_5\frac{q^2h^4}{L^5}<\Delta E<S_3\frac{q^2h^2}{L^3}.$$

## The size of the prefactor

A hand estimate of $S_3$ replaces the neighbours by a uniform density of one per unit area, outside a disc of unit area that belongs to the chosen ion. The disc has radius $a=\pi^{-1/2}$, so

$$S_3\approx\int_a^\infty\frac{2\pi n\,dn}{n^3}=\frac{2\pi}{a}=2\pi^{3/2}\approx11.1 .$$

For the true value, let $r(m)$ be the number of integer pairs with $i^2+j^2=m$. The two-square theorem of number theory states that $r(m)=4\sum_{d|m}\chi(d)$, where $\chi(d)$ is $1$ for $d=1,5,9,\dots$, is $-1$ for $d=3,7,11,\dots$, and is zero for even $d$. Writing $m=dk$ separates the sum:

$$S_s=\sum_m\frac{r(m)}{m^{s/2}}=4\sum_k\frac1{k^{s/2}}\sum_d\frac{\chi(d)}{d^{s/2}}=4\,\zeta(s/2)\,\beta(s/2),$$

with $\beta(t)=1-3^{-t}+5^{-t}-\dots$. This gives $S_3=9.034$, $S_5=5.090$ and $S_7=4.423$. An explicit sum over $|i|,|j|\le300$, with an integral for the rest, agrees with this $S_3$ to within one part in a million.

The disc estimate is 23% above the true $S_3$. The four nearest neighbours supply 44% of $S_3$, so more than half comes from farther away.

## A worked case

Take a potassium ion, $q=1$, at $h=0.5$ nm above a metal film, in a cell of period $L=2$ nm. The isolated image energy is

$$E_1=-\frac{1.440}{4\times0.5}\ \text{eV}=-0.720\ \text{eV}.$$

The leading law gives

$$1.440\times9.034\times\frac{0.5^2}{2^3}\ \text{eV}=0.407\ \text{eV}.$$

The second term of (2) is $-0.043$ eV and the third is $+0.008$ eV, so three terms give $0.371$ eV. The full sum (1) is

$$\Delta E=0.370\ \text{eV}=0.0136\ \text{hartree}.$$

Numerical integration of the force $F$ gives the same $0.370$ eV. The leading law is 10% above the full sum. The spurious energy is about half the size of the image energy that the calculation was meant to find.

With $h$ held at $0.5$ nm, the full sum and the leading law vary with the period as follows.

| $L$ (nm) | full sum (eV) | leading law (eV) |
|---|---|---|
| 1 | 2.430 | 3.252 |
| 2 | 0.370 | 0.407 |
| 3 | 0.115 | 0.120 |
| 4 | 0.050 | 0.051 |
| 6 | 0.0149 | 0.0151 |

Doubling the period from 2 to 4 nm lowers the energy by a factor of 7.5, not yet 8. The local power of $L$ at 2 nm is $-2.83$, and the local power of $h$ is $1.83$. The two are linked: by (1), $L\,\Delta E$ depends on $h/L$ alone, so the power of $L$ is minus one minus the power of $h$. At $L=40h$ the powers are $-2.998$ and $1.998$.

To find the period that brings the leading law down to a chosen energy $\epsilon$, solve (3) for $L$:

$$L=\left(\frac{S_3q^2h^2}{\epsilon}\right)^{1/3}.$$

For $\epsilon=0.01$ eV and $h=0.5$ nm this is $6.9$ nm. Since (3) is an upper bound, the full sum in this model is then slightly below $0.01$ eV. Such a cell is large. Subtracting the sum (1) from the result of a smaller cell is an alternative when the charge is well localized, its height above the effective metal face is known, and the result already corresponds to unlimited vacuum above the layer.

## When the period is short

If $L$ is not large compared with $2h$, the images of the neighbours are no longer close to the neighbours themselves, and the dipole picture fails. The opposite limit follows from splitting each layer of charges into its uniform average and the remainder.

The average layer has charge $q/L^2$ per area. Together with the metal it forms a capacitor with field $4\pi q/L^2$, so the potential at the ions is $4\pi qh/L^2$.

The remainder of the ions' own layer gives a potential at an ion, its own charge excluded, which must have the form $-Mq/L$. The number $-M$ is the sum of $1/n$ over the unit square lattice, minus the integral of $1/n$ over the plane. It equals $S_s$ continued to $s=1$. To see this, take $s>2$ and write

$$S_s=\left[{\sum}'n^{-s}-\int_{n>a}n^{-s}\,d^2n\right]+\frac{2\pi a^{2-s}}{s-2}.$$

With a smooth cutoff at large $n$, the bracket stays finite down to $s=1$. The last term becomes $-2\pi a$ there, which is minus the integral of $1/n$ over the disc $n<a$. Hence $M=-4\zeta(1/2)\beta(1/2)=3.900$.

The remainder of the image layer consists of waves along the surface with wave numbers $G\ge2\pi/L$. Outside its layer a wave must satisfy Laplace's equation, so it decays as $e^{-G|z|}$ with distance $z$ from the layer. The jump of its slope at the layer is $4\pi q/L^2$ in size, so its amplitude is $2\pi q/(L^2G)$. At the ions, a distance $2h$ away, the wave is reduced by $e^{-2Gh}$. For $h=L$ this factor is at most $e^{-4\pi}$, about $3\times10^{-6}$, and the waves can be dropped.

Half the charge times the remaining potential, minus $E_1$, gives for $h\gtrsim L$

$$\Delta E\simeq q^2\left[\frac{2\pi h}{L^2}-\frac{M}{2L}+\frac1{4h}\right].\tag{4}$$

At $L=h=0.5$ nm the three terms are $12.57$, $-3.90$ and $0.50$ nm$^{-1}$. Their sum times $1.440$ eV nm is $13.20$ eV, as is the full sum. The leading law would give $26.0$ eV. No real layer of ions at this density is implied; the case shows where (3) stops being useful.

## A potential step that falls more slowly

The capacitor field also exists at large periods. Between the metal and the layer of ions the averaged potential rises by

$$\Delta\phi=\frac{4\pi qh}{L^2},$$

which is $2.26$ V in the worked case. It falls only as $1/L^2$. The energy of the neutral cell does not contain this step as a separate error, because no charge is carried to the far vacuum. If, however, an electron energy is referred to the vacuum level above the layer instead of to the metal, the step enters in full. The error is then $2.26$ eV for one electron, six times $\Delta E$, and it needs a much larger cell to disappear.

## Repeated slabs

Many supercells also repeat along $z$. The ion then faces the back of the next metal slab across a vacuum gap $D$. Suppose that both faces are at the same potential and that no dipole correction is applied. For the averaged layer, let $\phi_h$ be the potential at the ions. The fields on its two sides must add up to $4\pi$ times the charge per area:

$$\frac{\phi_h}{h}+\frac{\phi_h}{D-h}=\frac{4\pi q}{L^2}
\quad\Rightarrow\quad
\phi_h=\frac{4\pi qh}{L^2}\left(1-\frac hD\right).$$

Compared with unlimited vacuum, the cell energy changes by half the charge times the change of potential:

$$\delta E=-\frac{2\pi q^2h^2}{L^2D}.$$

For $D=2$ nm, with $h$ and $L$ as before, this is $-0.283$ eV. The waves along the surface add less than 1% of this. The total deviation from the isolated ion is then only about $0.09$ eV, but this is a cancellation of two errors with different dependence on the cell. Widening the gap at fixed $L$ removes the negative part only as $1/D$ (it is still $-0.057$ eV at $D=10$ nm), and the total tends to $0.370$ eV. Subtracting the sum (1) without also correcting for the gap would leave $-0.283$ eV, a larger error than before.

## A metal that screens over a finite length

A real metal does not confine its screening charge to a sharp plane. In the Thomas–Fermi model a potential $\phi$ inside the metal induces the charge density $-\phi/(4\pi\lambda^2)$, where $\lambda$ is the screening length. A wave of wave number $G$ then decays into the metal as $e^{Kz}$, with $K^2=G^2+1/\lambda^2$. Just outside, the potential of the ion varies as $e^{Gz}$ and the reflected part as $\rho\,e^{-Gz}$. Continuity of value and slope at $z=0$, with amplitude $t$ inside, requires

$$1+\rho=t,\qquad G(1-\rho)=Kt
\quad\Rightarrow\quad \rho=-\frac{K-G}{K+G}.$$

Set $G\lambda=\sinh u$. Then $K\lambda=\cosh u$, and $\rho=-e^{-u}/e^{u}=-e^{-2u}$. For small $G\lambda$, $u=G\lambda-(G\lambda)^3/6+\dots$, and the induced potential at the ions carries the factor

$$\rho\,e^{-2Gh}=-\exp\!\left[-2G(h+\lambda)+\tfrac13(G\lambda)^3-\dots\right].$$

A perfect metal at distance $h+\lambda$ would give the first part of the exponent. Interactions at large distance are governed by small $G$, where the cubic term is negligible. In this model the scaling law therefore keeps its form, with $h$ replaced by $h+\lambda$.

For $\lambda=0.05$ nm, a rough value for a good metal, the screened model gives $0.440$ eV in the worked case. The perfect metal with height $0.55$ nm gives the same to the digits shown. Relative to $0.370$ eV this is a rise of 19%.

The sign of this shift belongs to the model, which stops the electrons at $z=0$. At a real surface the electrons spill into the vacuum. In jellium models of simple metals this puts the effective face outside the edge of the positive background, by somewhat less than $0.1$ nm. If $h$ is measured from that edge, it must then be reduced, not increased. A face $0.07$ nm outside leaves an effective height of $0.43$ nm, for which three terms of (2) give $0.28$ eV. The result is no more certain than the position of the effective metal face.

## The real case and the charge state

The worked case resembles an alkali ion approaching a contact film. Its period corresponds to $2.5\times10^{13}$ ions per cm$^2$. The height of 0.5 nm is larger than that of an ion bonded to the surface, for which electron overlap and bonding, absent here, would matter. Of the effects sized here for the metal and the ion themselves, the position of the effective metal face moves the number most, by roughly a fifth to a quarter in the two examples above, which have opposite signs. The polarization of the ion matters little if its polarizability is taken as $0.0008$ nm$^3$, a rough input value. The ion's own image produces a field of $1.44$ V/nm and the neighbours' images add $1.36$ V/nm. With $\alpha$ for the polarizability and $\mathcal E$ for the total field at the ion, the polarization energy is $-\alpha\mathcal E^2/2$. With $\alpha$ in nm$^3$ and $\mathcal E$ in V/nm, division by $1.440$ gives it in eV. The neighbours' images change it by about $-0.002$ eV. The thermal energy at 300 K, $0.026$ eV, is far below $\Delta E$.

The copies can also affect whether the ion stays charged. Take rough values of $4.7$ eV for the work function $\Phi$ of the bare metal face and $4.3$ eV for the ionization energy $I$ of potassium, and neglect the interaction of the neutral atom with the metal, an attraction of order $0.1$ eV at this height that would lower each of the costs found below. To neutralize an isolated ion, an electron is removed from the metal at cost $\Phi$, the ion gains $I$ by capturing it, and the image attraction is lost:

$$\Phi-I+\frac{q^2}{4h}=4.7-4.3+0.72=1.12\ \text{eV}.$$

In the lattice, neutralizing one ion also releases its repulsion with all the others. This is $2\Delta E$, because $\Delta E$ counts only half of each pair. The cost falls to $1.12-0.74=0.38$ eV. In a supercell all copies change together, and complete neutralization costs $1.12-0.37=0.75$ eV per cell. This is not the margin against loss of charge, because a calculation on a metal can transfer a fraction $f$ of an electron per cell. If the single-ion cost is linear in $f$ and the repulsion goes as the square of the remaining charge, the energy per cell changes by $1.12f+[(1-f)^2-1]\Delta E$, in eV. Its slope at $f=0$ is again $1.12-2\Delta E=0.38$ eV. At $h=0.5$ nm this slope turns negative for periods below about $1.7$ nm, whereas complete neutralization becomes favourable only below about $1.3$ nm. The ion stays charged in each of these cases, but the margin shrinks. For a metal with a lower work function or a shorter period, the repetition can change the charge state itself, and subtracting $\Delta E$ for a full charge then no longer repairs the result. At $L=1$ nm the cost per cell would be $1.12-2.43=-1.31$ eV, so the first row of the table holds for fixed charges, not for potassium ions on this metal.

The main computed values are printed in the numerical output below; the others follow from the formulas and inputs by short arithmetic.

## Computed results

```
Coulomb constant e^2/(4 pi eps0): 1.439965 eV nm
lattice sums S3, S5, S7: 9.03362, 5.09026, 4.42312
disc estimate of S3, 2 pi^(3/2): 11.1367
disc estimate / S3: 1.2328
share of S3 from four nearest neighbours: 0.4428
constant M of the crowded limit: 3.90026
powers of L and h at L = 40 h: -2.9981, 1.9977
input height h: 0.50 nm; input period L: 2.00 nm
isolated image energy: -0.7200 eV
spurious energy, full sum: 0.3700 eV
spurious energy, full sum: 0.01360 hartree
spurious energy by work of lifting: 0.3700 eV
spurious energy, reciprocal sum: 0.3700 eV
first term (leading law): 0.4065 eV
second term: -0.0429 eV; third term: 0.0078 eV
sum of two terms: 0.3636 eV
sum of three terms: 0.3713 eV
local powers of L and h in example: -2.832, 1.832
period (nm), full sum (eV), leading law (eV), full/leading:
    0.5    13.19885    26.01619  0.5073
    1.0     2.42998     3.25202  0.7472
    1.5     0.82535     0.96356  0.8566
    2.0     0.37001     0.40650  0.9102
    3.0     0.11521     0.12045  0.9565
    4.0     0.04953     0.05081  0.9747
    6.0     0.01488     0.01506  0.9885
   10.0     0.00324     0.00325  0.9958
crowded law at L = h = 0.5 nm: 13.19887 eV
period where leading law is 0.01 eV: 6.877 nm
full sum at that period: 0.00991 eV
potential step across layer: 2.2619 V
rough screening length: 0.05 nm
spurious energy, screened metal: 0.4400 eV
perfect metal with height h + length: 0.4400 eV
rough ion polarizability: 0.0008 nm^3
field on ion, own image: 1.4400 V/nm
field on ion, neighbours' images: 1.3555 V/nm
spurious polarization energy: -0.00159 eV
vacuum gap without dipole correction: 2.0 nm
cell-energy change from finite gap: -0.2827 eV
thermal energy at 300 K: 0.02585 eV
rough work function: 4.7 eV; rough ionization energy: 4.3 eV
cost to neutralize isolated ion: 1.1200 eV
cost to neutralize one ion of lattice: 0.3800 eV
cost per cell to neutralize all ions: 0.7500 eV
```
